**Decibel averages and mean transmission in a set of waveguides**

For waveguides with power transmissions $T_i$ and losses $L_i=-10\log_{10}T_i$, the program tests that the mean of $L_i$ is at least the loss of the mean $T_i$, provided both means use the same weights. It asserts this on 2000 random sets and asserts a zero gap for equal guides. With $k=\ln 10/10$ per dB, it compares the first two terms of the gap, $k\sigma^2/2-k^2\mu_3/6$, with numerical Taylor coefficients of the definition; $\sigma^2$ and $\mu_3$ are the second and third central moments of the loss. The normal-distribution result is checked by quadrature, and the slope and curvature of the array loss with length by finite differences. For eight guides 5 cm long, the output shows a mean decibel loss of 10.750 dB, a loss of the mean transmission of 9.889 dB and a gap of 0.861 dB. The cut-back slope is 2.150 dB/cm from averaged decibels and 1.945 dB/cm from averaged powers. Further lines treat unequal inputs, a nearly broken guide, and the size of neglected effects for rough typical parameters.

## Verification by program

```python
# Result under test: for waveguides with power transmissions T_i and losses
# L_i = -10 log10(T_i) in dB, the mean of L_i is at least the loss of the mean
# T_i; the difference ("gap") vanishes only when all T_i are equal.
# Symbols: k = ln(10)/10 per dB, so T = exp(-k L); a_i = propagation loss in
# dB/cm; z = length in cm. Moments of the set use the divisor N.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.stats import norm

k = np.log(10) / 10


def loss_db(transmission):
    return -10 * np.log10(transmission)


def transmission_of(loss):
    return 10 ** (-np.asarray(loss) / 10)


def gap_db(losses, weights=None):
    mean_t = np.average(transmission_of(losses), weights=weights)
    return np.average(losses, weights=weights) - loss_db(mean_t)


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


rng = np.random.default_rng(7)

# Inequality on random sets with random common weights, and the equality case
for _ in range(2000):
    size = rng.integers(2, 20)
    assert gap_db(rng.uniform(0, 40, size), rng.uniform(0.01, 1, size)) > 0
assert abs(gap_db(np.full(8, 7.3))) < 1e-12

# Worked example
a = np.array([1.4, 1.6, 1.8, 1.9, 2.1, 2.3, 2.7, 3.4])
n = len(a)
z_short, z_long = 1.0, 5.0
power_in_mw = 1.0
L = a * z_long
T = transmission_of(L)
mean_L = L.mean()
mean_T = T.mean()
loss_mean_T = loss_db(mean_T)
gap = gap_db(L)

# Non-negative contribution of each guide to the gap
t = T / mean_T
share = (t - 1 - np.log(t)) / (k * n)
assert np.all(share >= 0)
assert abs(share.sum() - gap) < 1e-12
# A common coupling loss leaves the gap unchanged
assert abs(gap_db(L + 8.0) - gap) < 1e-12

# Series connection: follow the power through the guides one after another
power = 1.0
for one_transmission in T:
    power *= one_transmission
series_loss = loss_db(power)
assert abs(series_loss - n * mean_L) < 1e-10

# Moment expansion against numerical Taylor coefficients of the definition
mp.mp.dps = 30


def gap_at_length(z):
    values = [mp.mpf(float(x)) for x in a]
    mean_t = sum(mp.power(10, -x * z / 10) for x in values) / n
    return sum(values) / n * z + 10 * mp.log(mean_t) / mp.log(10)


coefficients = [float(c) for c in mp.taylor(gap_at_length, 0, 3)]
var_a = np.mean((a - a.mean()) ** 2)
third_a = np.mean((a - a.mean()) ** 3)
assert abs(coefficients[0]) < 1e-12 and abs(coefficients[1]) < 1e-12
assert np.isclose(coefficients[2], k * var_a / 2, rtol=1e-8)
assert np.isclose(coefficients[3], -k**2 * third_a / 6, rtol=1e-8)
second_order = k * var_a * z_long**2 / 2
third_term = -k**2 * third_a * z_long**3 / 6
assert third_term < 0 and gap < second_order


# Normal distribution of decibel loss: direct quadrature
def normal_integral(mean, sigma, low, high):
    def integrand(x):
        return 10 ** (-x / 10) * norm.pdf(x, mean, sigma)
    return quad(integrand, low, high, epsabs=1e-14, epsrel=1e-11, limit=200)[0]


def normal_gap(mean, sigma):
    low, high = mean - 12 * sigma, mean + 12 * sigma
    return mean - loss_db(normal_integral(mean, sigma, low, high))


sigmas = [0.5, 1.0, 2.0, 3.0]
normal_gaps = [normal_gap(mean_L, s) for s in sigmas]
for s, g in zip(sigmas, normal_gaps):
    assert abs(g - k * s**2 / 2) < 1e-7
negative_share = (normal_integral(mean_L, 3.0, mean_L - 36, 0)
                  / normal_integral(mean_L, 3.0, mean_L - 36, mean_L + 36))
assert negative_share < 0.01


# Slope and curvature of the loss of the mean transmission with length
def array_loss(z):
    return loss_db(transmission_of(a * z).mean())


def weighted_slope(z):
    return np.average(a, weights=transmission_of(a * z))


h = 1e-3
for z in (0.5, 1.0, 5.0, 12.0):
    slope_fd = (array_loss(z + h) - array_loss(z - h)) / (2 * h)
    curve_fd = (array_loss(z + h) - 2 * array_loss(z) + array_loss(z - h)) / h**2
    w = transmission_of(a * z)
    w_var = np.average((a - weighted_slope(z)) ** 2, weights=w)
    assert abs(slope_fd - weighted_slope(z)) < 1e-6
    assert abs(curve_fd + k * w_var) < 1e-6
far_slope = (array_loss(201) - array_loss(200))
assert abs(far_slope - a.min()) < 1e-4
span = z_long - z_short
slope_db = (mean_L - (a * z_short).mean()) / span
slope_power = (array_loss(z_long) - array_loss(z_short)) / span
assert slope_power < slope_db

# Unequal inputs: half of the total power enters the worst guide
inputs = np.full(n, 0.5 * n * power_in_mw / (n - 1))
inputs[-1] = 0.5 * n * power_in_mw
uneven_loss = loss_db(np.sum(inputs * T) / inputs.sum())
weighted_mean_L = np.average(L, weights=inputs)
assert mean_L < uneven_loss < weighted_mean_L

# A nearly broken guide in place of the worst one
broken = L.copy()
broken[-1] = 40.0
broken_mean_L = broken.mean()
broken_loss_mean_T = loss_db(transmission_of(broken).mean())
assert broken_mean_L - mean_L > 10 * (broken_loss_mean_T - loss_mean_T)

# Neglected effects, with rough typical parameters
wavelength_nm = 1550.0
beta_cm_per_gw = 0.7        # two-photon absorption
area_um2 = 0.1              # effective mode area
lifetime_ns = 1.0           # free-carrier lifetime
carrier_section = 1.45e-17  # free-carrier absorption cross-section, cm2
photon_j = constants.h * constants.c / (wavelength_nm * 1e-9)
intensity_0 = power_in_mw * 1e-3 / (area_um2 * 1e-8)


def intensity_change(z, y):
    i = y[0] * intensity_0
    beta = beta_cm_per_gw * 1e-9
    carriers = lifetime_ns * 1e-9 * beta * i**2 / (2 * photon_j)
    return [-(k * a[0] + beta * i + carrier_section * carriers) * y[0]]


solution = solve_ivp(intensity_change, (0, z_long), [1.0], rtol=1e-10, atol=1e-13)
nonlinear_db = loss_db(solution.y[0, -1]) - L[0]
assert 0 < nonlinear_db < 0.05 * gap

# Fringes from explicit summation of the multiply reflected fields
reflectivity = 0.01
single_pass = transmission_of(a[0] * z_short)
phase = np.linspace(0, 2 * np.pi, 2001)
field = sum((reflectivity * single_pass * np.exp(1j * phase)) ** m for m in range(30))
fringe_db = 10 * np.log10(np.max(abs(field) ** 2) / np.min(abs(field) ** 2))

floor_nw = 1.0
output_coupler_db = 4.0
weakest_nw = power_in_mw * 1e6 * T[-1] * transmission_of(output_coupler_db)
floor_db = 10 * np.log10(1 + floor_nw / weakest_nw)
assert floor_db < 0.05 * gap

coupling_rms = 0.3
mismatch_rms = 0.1
false_gap = normal_gap(mean_L, coupling_rms)
standard_error = L.std(ddof=1) / np.sqrt(n)

# Simulated cut-back with coupling scatter and mismatch within each die
trials = 20000


def noisy_losses(z):
    local_a = a + mismatch_rms * rng.standard_normal((trials, n))
    return local_a * z + coupling_rms * rng.standard_normal((trials, n))


short, long = noisy_losses(z_short), noisy_losses(z_long)
sim_db = (long - short).mean(axis=1) / span
sim_power = (loss_db(transmission_of(long).mean(axis=1))
             - loss_db(transmission_of(short).mean(axis=1))) / span
expected_rms = np.sqrt((z_short**2 + z_long**2) * mismatch_rms**2
                       + 2 * coupling_rms**2) / span / np.sqrt(n)
assert abs(sim_db.std() / expected_rms - 1) < 0.03
sim_shortfall = (sim_db - sim_power).mean()
assert sim_shortfall > 0

show("Constant k", k, "per dB", 5)
show("Wavelength", wavelength_nm, "nm", 0)
show("Short length", z_short, "cm", 1)
show("Long length", z_long, "cm", 1)
show("Input power per guide", power_in_mw, "mW", 1)
print("Guide: a (dB/cm), L (dB), T, output (uW), gap share (dB)")
for i in range(n):
    print(f"{i+1}: {a[i]:.1f}, {L[i]:.1f}, {T[i]:.4f}, "
          f"{1000*power_in_mw*T[i]:.1f}, {share[i]:.4f}")
show("Mean decibel loss", mean_L, "dB")
show("Geometric mean transmission", transmission_of(mean_L), "(ratio)", 4)
show("Mean transmission", mean_T, "(ratio)", 4)
show("Loss of mean transmission", loss_mean_T, "dB")
show("Gap", gap, "dB")
show("Total output, parallel", power_in_mw * T.sum(), "mW", 4)
show("Total output predicted from mean dB",
     n * power_in_mw * transmission_of(mean_L), "mW", 4)
show("Loss of all guides in series", series_loss, "dB", 1)
show("Standard deviation of L (divisor N)", L.std(), "dB")
show("Third central moment of L", third_a * z_long**3, "dB^3", 2)
show("Gap, quadratic term", second_order, "dB")
show("Gap, cubic term", third_term, "dB")
show("Gap, sum of both terms", second_order + third_term, "dB")
for s, g in zip(sigmas, normal_gaps):
    show(f"Normal spread {s:.1f} dB, gap", g, "dB")
show("Negative-loss share of mean T, spread 3 dB", 100 * negative_share, "%", 2)
show("Gap at short length", gap_db(a * z_short), "dB", 4)
show("Local slope at zero length", weighted_slope(0), "dB/cm")
show("Local slope at short length", weighted_slope(z_short), "dB/cm")
show("Local slope at long length", weighted_slope(z_long), "dB/cm")
show("Cut-back slope from mean dB", slope_db, "dB/cm")
show("Cut-back slope from mean power", slope_power, "dB/cm")
show("Half power in worst guide, true loss", uneven_loss, "dB")
show("Same case, input-weighted mean dB", weighted_mean_L, "dB")
show("Worst guide at 40 dB, mean dB", broken_mean_L, "dB")
show("Worst guide at 40 dB, loss of mean T", broken_loss_mean_T, "dB")
print(f"Rough TPA {beta_cm_per_gw} cm/GW, area {area_um2} um2, "
      f"lifetime {lifetime_ns} ns")
print(f"Rough carrier cross-section: {carrier_section:.2e} cm2")
show("Nonlinear extra loss, best guide", nonlinear_db, "dB", 4)
show("Rough end reflectivity", 100 * reflectivity, "%", 1)
show("Largest fringe, peak to peak, short guide", fringe_db, "dB")
print(f"Rough detector floor {floor_nw} nW, output coupler {output_coupler_db} dB")
show("Detector-floor bias, worst guide", floor_db, "dB", 5)
print(f"Rough rms: coupling {coupling_rms} dB, die mismatch {mismatch_rms} dB/cm")
show("False gap from coupling scatter", false_gap, "dB", 4)
show("Standard error of mean dB, eight guides", standard_error, "dB")
show("Rms error of mean-dB cut-back slope", expected_rms, "dB/cm")
show("Simulated mean slope shortfall", sim_shortfall, "dB/cm")
print("verified")
```

Running it gives:

```
Constant k: 0.23026 per dB
Wavelength: 1550 nm
Short length: 1.0 cm
Long length: 5.0 cm
Input power per guide: 1.0 mW
Guide: a (dB/cm), L (dB), T, output (uW), gap share (dB)
1: 1.4, 7.0, 0.1995, 199.5, 0.1519
2: 1.6, 8.0, 0.1585, 158.5, 0.0597
3: 1.8, 9.0, 0.1259, 125.9, 0.0122
4: 1.9, 9.5, 0.1122, 112.2, 0.0022
5: 2.1, 10.5, 0.0891, 89.1, 0.0051
6: 2.3, 11.5, 0.0708, 70.8, 0.0331
7: 2.7, 13.5, 0.0447, 44.7, 0.1449
8: 3.4, 17.0, 0.0200, 20.0, 0.4516
Mean decibel loss: 10.750 dB
Geometric mean transmission: 0.0841 (ratio)
Mean transmission: 0.1026 (ratio)
Loss of mean transmission: 9.889 dB
Gap: 0.861 dB
Total output, parallel: 0.8207 mW
Total output predicted from mean dB: 0.6731 mW
Loss of all guides in series: 86.0 dB
Standard deviation of L (divisor N): 3.031 dB
Third central moment of L: 23.06 dB^3
Gap, quadratic term: 1.058 dB
Gap, cubic term: -0.204 dB
Gap, sum of both terms: 0.854 dB
Normal spread 0.5 dB, gap: 0.029 dB
Normal spread 1.0 dB, gap: 0.115 dB
Normal spread 2.0 dB, gap: 0.461 dB
Normal spread 3.0 dB, gap: 1.036 dB
Negative-loss share of mean T, spread 3 dB: 0.19 %
Gap at short length: 0.0407 dB
Local slope at zero length: 2.150 dB/cm
Local slope at short length: 2.070 dB/cm
Local slope at long length: 1.841 dB/cm
Cut-back slope from mean dB: 2.150 dB/cm
Cut-back slope from mean power: 1.945 dB/cm
Half power in worst guide, true loss: 11.728 dB
Same case, input-weighted mean dB: 13.429 dB
Worst guide at 40 dB, mean dB: 13.625 dB
Worst guide at 40 dB, loss of mean T: 9.996 dB
Rough TPA 0.7 cm/GW, area 0.1 um2, lifetime 1.0 ns
Rough carrier cross-section: 1.45e-17 cm2
Nonlinear extra loss, best guide: 0.0078 dB
Rough end reflectivity: 1.0 %
Largest fringe, peak to peak, short guide: 0.126 dB
Rough detector floor 1.0 nW, output coupler 4.0 dB
Detector-floor bias, worst guide: 0.00055 dB
Rough rms: coupling 0.3 dB, die mismatch 0.1 dB/cm
False gap from coupling scatter: 0.0104 dB
Standard error of mean dB, eight guides: 1.146 dB
Rms error of mean-dB cut-back slope: 0.059 dB/cm
Simulated mean slope shortfall: 0.211 dB/cm
verified
```
